# Relativistic Structure Constants from Scalar Ones by a Clebsch-Gordan Transformation

## The result

Consider a free electron between two scattering sites, the first at the origin and the second at $\mathbf R\neq0$. Hartree atomic units are used. Let $E$ be the energy without the rest energy, $W=E+c^2$ with $\mathrm{Re}\,W>0$, and

$$p^2=\frac{W^2-c^4}{c^2}=2E+\frac{E^2}{c^2},\qquad \mathrm{Im}\,p\ge 0. \tag{1}$$

For real $E>0$ both roots are real, and the positive one, the limit from $\mathrm{Im}\,E>0$, is meant; it gives outgoing waves. Let $g_{LL'}(p,\mathbf R)$, with $L=(l,m)$, be the structure constants of the scalar Helmholtz equation. The structure constants of the free Dirac equation, labelled by $\Lambda=(\kappa,\mu)$, are

$$G_{\Lambda\Lambda'}(E)=\left(2+\frac{E}{c^2}\right)\sum_{s=\pm1/2}C_{\Lambda s}\;g_{l,\mu-s;\,l',\mu'-s}(p,\mathbf R)\;C_{\Lambda's}. \tag{2}$$

Here $C_{\Lambda s}$ is the Clebsch-Gordan coefficient that couples $l$ and spin $1/2$ to $j$. The prefactor belongs to the normalization of the waves in (18) and (20) below.

The Schrödinger Green function obeys $(E_S+\tfrac12\nabla^2)G_S=\delta$. Multiplication by 2 turns this into a Helmholtz equation with source $2\delta$, so its structure constants are $2g_{LL'}$ at $p^2=2E_S$. Equation (2) therefore says: take the Schrödinger structure constants at $E_S=p^2/2=E(1+E/2c^2)$, transform them, and multiply by $1+E/2c^2$.

## The Dirac Green function from a scalar one

The free Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\hat{\mathbf p}+\beta c^2$ with $\hat{\mathbf p}=-i\nabla$. The matrices $\alpha_k$ and $\beta$ anticommute with one another and square to one, so the cross terms in $H^2$ cancel and $H^2=c^2\hat p^2+c^4$. Hence

$$(W-H)(W+H)=W^2-c^4-c^2\hat p^2=c^2(p^2+\nabla^2). \tag{3}$$

The right side contains no spin matrix. Let $g$ solve $(\nabla^2+p^2)g(\mathbf x)=\delta(\mathbf x)$ with outgoing or decaying waves:

$$g(\mathbf x)=-\frac{e^{ip|\mathbf x|}}{4\pi|\mathbf x|}. \tag{4}$$

Away from the origin $|\mathbf x|g$ is an exponential with second derivative $-p^2|\mathbf x|g$, as required. Near the origin $g\to-1/(4\pi|\mathbf x|)$, whose Laplacian is $\delta$. By (3), $G=(W+H)g/c^2$ satisfies $(W-H)G=\delta$. In $2\times2$ blocks,

$$G=\begin{pmatrix}F g & \boldsymbol\sigma\cdot\hat{\mathbf p}\,g/c\\[2pt] \boldsymbol\sigma\cdot\hat{\mathbf p}\,g/c & (W-c^2)g/c^2\end{pmatrix},\qquad F=\frac{W+c^2}{c^2}=2+\frac{E}{c^2}. \tag{5}$$

## Scalar structure constants

Let $\mathbf r$ be measured from the first site and $\mathbf r'$ from the second. The displacement between the two points is $\mathbf r-\mathbf r'-\mathbf R$. We assume $|\mathbf r|+|\mathbf r'|<|\mathbf R|$, which holds inside non-overlapping spheres.

**One-centre expansion.** Put $\boldsymbol\rho=\mathbf r-\mathbf r'$, so that $\rho<R$. As a function of $\boldsymbol\rho$, $g(\boldsymbol\rho-\mathbf R)$ is a regular Helmholtz solution; as a function of $\mathbf R$ it is outgoing. Rotational invariance then leaves $\sum_L b_l\,j_l(p\rho)Y_L(\hat\rho)h_l(pR)Y_L^*(\hat R)$, with $h_l=j_l+iy_l$. The delta source makes the radial derivative jump by $1/\rho^2$ at $R=\rho$. The Wronskian $j_lh_l'-j_l'h_l=i/x^2$ gives the jump $b_l\,p\,i/(p\rho)^2$, so $b_l=-ip$:

$$g(\boldsymbol\rho-\mathbf R)=-ip\sum_L j_l(p\rho)Y_L(\hat\rho)\,h_l(pR)Y_L^*(\hat R). \tag{6}$$

**Plane waves.** Let $R\to\infty$ in (6). The left side tends to $-e^{ipR}e^{-ip\hat R\cdot\boldsymbol\rho}/(4\pi R)$, and $h_l(pR)\to(-i)^{l+1}e^{ipR}/(pR)$. Comparing the two sides, with $\hat k=-\hat R$ and $Y_L(-\hat k)=(-1)^lY_L(\hat k)$, gives

$$e^{ip\hat k\cdot\boldsymbol\rho}=4\pi\sum_L i^l j_l(p\rho)Y_L(\hat\rho)Y_L^*(\hat k). \tag{7}$$

Multiplication by $Y_{L''}(\hat k)$ and integration over $\hat k$ inverts this:

$$j_{l''}(p\rho)Y_{L''}(\hat\rho)=\frac{i^{-l''}}{4\pi}\int d\hat k\;e^{ip\hat k\cdot\mathbf r}\,e^{-ip\hat k\cdot\mathbf r'}\,Y_{L''}(\hat k). \tag{8}$$

**Two-centre expansion.** Expand the first exponential in (8) by (7). For the second, the reversed sign of $\mathbf r'$ changes $i^{l'}$ to $i^{-l'}$, and the sum over $m'$ allows the complex conjugation to be moved from $Y_{L'}(\hat k)$ to $Y_{L'}(\hat r')$. Inserting (8) in (6) yields

$$g(\mathbf r-\mathbf r'-\mathbf R)=\sum_{LL'}j_l(pr)Y_L(\hat r)\,g_{LL'}\,j_{l'}(pr')Y_{L'}^*(\hat r'), \tag{9}$$

$$g_{LL'}=-4\pi ip\sum_{L''}i^{\,l-l'-l''}h_{l''}(pR)Y_{L''}^*(\hat R)\int d\hat k\,Y_L^*Y_{L'}Y_{L''}. \tag{10}$$

The factor is $(-ip)(4\pi)^2/(4\pi)$. The angular integral restricts the sum to $|l-l'|\le l''\le l+l'$ and $m''=m-m'$, so it is finite. The rearrangement is legitimate because (6) converges uniformly on the two spheres of radii $r$ and $r'$ when $r+r'<R$, and can be projected on $Y_L(\hat r)$ and $Y_{L'}(\hat r')$ term by term.

## The Clebsch-Gordan transformation

For $j=l-\tfrac12$ set $\kappa=l$; for $j=l+\tfrac12$ set $\kappa=-l-1$. With spin functions $\phi_s$, define

$$\chi_\Lambda=\sum_s C_{\Lambda s}Y_{l,\mu-s}\phi_s, \tag{11}$$

$$\begin{aligned}\kappa<0:&\quad C_{\Lambda,\pm\frac12}=\sqrt{\frac{l\pm\mu+\frac12}{2l+1}},\\ \kappa>0:&\quad C_{\Lambda,\pm\frac12}=\mp\sqrt{\frac{l\mp\mu+\frac12}{2l+1}}.\end{aligned} \tag{12}$$

These vectors diagonalize $\boldsymbol\sigma\cdot\mathbf L$. In the basis $Y_{l,\mu-1/2}\phi_\uparrow$, $Y_{l,\mu+1/2}\phi_\downarrow$ its matrix has diagonal elements $\mu-\frac12$ and $-\mu-\frac12$ and off-diagonal element $\sqrt{(l+\frac12)^2-\mu^2}$. Applied to the $\kappa<0$ vector, the first row gives $(\mu-\frac12)+(l-\mu+\frac12)=l$ times the first component, and the second row gives $(l+\mu+\frac12)+(-\mu-\frac12)=l$ times the second. The orthogonal $\kappa>0$ vector has eigenvalue $-l-1$, since the trace is $-1$. Both cases read

$$\boldsymbol\sigma\cdot\mathbf L\,\chi_\Lambda=-(\kappa+1)\chi_\Lambda. \tag{13}$$

For fixed $l$ and $\mu$ the real matrix $C$ is orthogonal, so $Y_L\phi_s=\sum_\kappa C_{\Lambda s}\chi_\Lambda$, where $\mu=m+s$ and $\kappa$ runs over the values belonging to $l$. When $|\mu|=l+\frac12$ there is one state instead of two, with coefficient one.

Now take the upper-left block of (5). The unit matrix is $\sum_s\phi_s\phi_s^\dagger$, so (9) gives

$$Fg\,1_2=F\sum_s\sum_{LL'}j_l\,Y_L\phi_s\;g_{LL'}\;j_{l'}\,(Y_{L'}\phi_s)^\dagger
=\sum_{\Lambda\Lambda'}j_l(pr)\chi_\Lambda(\hat r)\,G_{\Lambda\Lambda'}\,j_{l'}(pr')\chi_{\Lambda'}^\dagger(\hat r'), \tag{14}$$

with $G_{\Lambda\Lambda'}$ given by (2). The same $s$ stands on both sides because free propagation does not turn the spin in this block. It remains to show that the other three blocks need no further constants.

## The lower components

Let $\bar l$ be the orbital number belonging to $-\kappa$: $\bar l=l-1$ for $\kappa>0$ and $\bar l=l+1$ for $\kappa<0$. Let $S=\mathrm{sign}\,\kappa$ and $\sigma_r=\boldsymbol\sigma\cdot\hat r$.

The operator $\sigma_r$ commutes with total angular momentum and has odd parity. It therefore turns $\chi_{\kappa\mu}$ into a multiple of $\chi_{-\kappa\mu}$, with a factor independent of $\mu$. To find the factor, take $\kappa<0$, $\mu=\frac12$ and $\hat r=\hat z$. There only $m=0$ survives, with $Y_{l0}(\hat z)=\sqrt{(2l+1)/4\pi}$. Thus $\chi_\kappa=\sqrt{(l+1)/4\pi}\,\phi_\uparrow$, while $\chi_{-\kappa}=-\sqrt{\bar l/4\pi}\,\phi_\uparrow$ with $\bar l=l+1$. Since $\sigma_z\phi_\uparrow=\phi_\uparrow$ and $\sigma_r^2=1$,

$$\sigma_r\chi_{\kappa\mu}=-\chi_{-\kappa\mu} \tag{15}$$

for both signs of $\kappa$. Next, the product rule for Pauli matrices gives

$$\boldsymbol\sigma\cdot\hat{\mathbf p}=\sigma_r\,\sigma_r\,\boldsymbol\sigma\cdot\hat{\mathbf p}
=\sigma_r\left[\hat r\cdot\hat{\mathbf p}+i\boldsymbol\sigma\cdot(\hat r\times\hat{\mathbf p})\right]
=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right). \tag{16}$$

Apply this to $j_l(pr)\chi_\Lambda$ and use (13) and (15). The result is $i[\partial_rj_l+(\kappa+1)j_l/r]\chi_{-\kappa\mu}$. For $\kappa=l$ the recurrence $j_l'+(l+1)j_l/x=j_{l-1}$ turns the bracket into $p\,j_{l-1}$. For $\kappa=-l-1$ the recurrence $j_l'-l\,j_l/x=-j_{l+1}$ turns it into $-p\,j_{l+1}$. Together,

$$\boldsymbol\sigma\cdot\hat{\mathbf p}\;j_l(pr)\chi_{\kappa\mu}=ipS\,j_{\bar l}(pr)\chi_{-\kappa\mu}. \tag{17}$$

The second row of the Dirac equation, $c\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,u=(W+c^2)v$, fixes the lower component $v$ from the upper one $u$. The regular free waves are therefore

$$J_\Lambda(\mathbf r)=\begin{pmatrix}j_l(pr)\chi_{\kappa\mu}\\ iaS\,j_{\bar l}(pr)\chi_{-\kappa\mu}\end{pmatrix},\qquad a=\frac{cp}{W+c^2}. \tag{18}$$

**Lower-left block.** Since $1/c=Fc/(W+c^2)$, this block is $c\,\boldsymbol\sigma\cdot\hat{\mathbf p}/(W+c^2)$ acting on $Fg$. Acting on $\mathbf r$ in (14), it replaces each $j_l\chi_{\kappa\mu}$ by the lower component in (18). The constants are untouched.

**Upper-right block.** Because $g$ depends on $\mathbf r-\mathbf r'$, $\nabla g=-\nabla'g$, and the block equals $\frac{c}{W+c^2}\,i\nabla'(Fg)\cdot\boldsymbol\sigma$. For real $p$, (17) gives

$$i\nabla'\!\left(j_{l'}\chi_{\Lambda'}^\dagger\right)\cdot\boldsymbol\sigma
=\left[\boldsymbol\sigma\cdot\hat{\mathbf p}'\,j_{l'}\chi_{\Lambda'}\right]^\dagger
=-ipS'\,j_{\bar l'}\,\chi_{-\kappa'\mu'}^\dagger. \tag{19}$$

The outer members are analytic in $p$, so their equality extends to complex $p$, provided the radial functions are not conjugated. The matching row is

$$J^\times_{\Lambda'}(\mathbf r')=\left(j_{l'}(pr')\chi_{\kappa'\mu'}^\dagger,\;-iaS'\,j_{\bar l'}(pr')\chi_{-\kappa'\mu'}^\dagger\right). \tag{20}$$

**Lower-right block.** Apply $c\,\boldsymbol\sigma\cdot\hat{\mathbf p}/(W+c^2)$ to the upper-right block. The points never coincide, so $(\boldsymbol\sigma\cdot\hat{\mathbf p})^2g=-\nabla^2g=p^2g$. The result is $p^2g/(W+c^2)=(W-c^2)g/c^2$, which is the required block. Its series has lower components on both sides. All four blocks thus combine into

$$G(\mathbf r,\mathbf r'+\mathbf R)=\sum_{\Lambda\Lambda'}J_\Lambda(\mathbf r)\,G_{\Lambda\Lambda'}\,J^\times_{\Lambda'}(\mathbf r'), \tag{21}$$

which proves (2).

The coefficients are unique, because the $\chi_\Lambda$ are orthonormal on the sphere. The lower-right block alone suffices to recover them. Since $(iaS)(-iaS')=a^2SS'$,

$$\int d\hat r\,d\hat r'\,\chi^\dagger_{-\kappa\mu}(\hat r)\,G_{22}\,\chi_{-\kappa'\mu'}(\hat r')=a^2SS'\,j_{\bar l}(pr)\,j_{\bar l'}(pr')\,G_{\Lambda\Lambda'}. \tag{22}$$

At radii where the Bessel functions do not vanish, this determines $G_{\Lambda\Lambda'}$ without reference to the upper components.

There is also a symmetry. Write $G_{\Lambda\Lambda'}=F D_{\Lambda\Lambda'}$. Expanding $G_{22}=(W-c^2)g\,1_2/c^2$ directly, as in (14), makes the left side of (22) equal to $(W-c^2)c^{-2}j_{\bar l}j_{\bar l'}D_{-\kappa\mu,-\kappa'\mu'}$. But $a^2F=p^2/(W+c^2)=(W-c^2)/c^2$, so

$$D_{-\kappa\mu,-\kappa'\mu'}=SS'\,D_{\kappa\mu,\kappa'\mu'}. \tag{23}$$

## Meaning, limits and conditions

In the $(l,m,s)$ basis the structure constants are diagonal in spin. In the $(\kappa,\mu)$ basis they connect $j=l-\frac12$ with $j=l+\frac12$. This mixing is not a spin-orbit force, since the free Hamiltonian contains no potential. It arises because angular momentum about one site is not conserved when a wave is re-expanded about another.

For $c\to\infty$ at fixed $E$, $p^2\to2E$, $F\to2$ and $a\to0$. The lower components vanish, and (2) becomes the Schrödinger result in a coupled basis.

The prefactor can be moved. If $J_\Lambda$ and $J^\times_\Lambda$ are each multiplied by $\sqrt F$, the constants become $D_{\Lambda\Lambda'}$ and the factor disappears from (2). Single-site scattering quantities must then use the same normalization.

For a lattice, the sum $\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}G_{\Lambda\Lambda'}(E,\mathbf R)$ transforms in the same way wherever it converges, because $C$ and $F$ do not depend on $\mathbf R$. The term $\mathbf R=0$ is excluded: there the points can coincide, and (9) does not apply.

In a truncated calculation, every $l\le l_{\max}$ should be kept with both values of $j$. The transformation is then a square orthogonal matrix of dimension $2(l_{\max}+1)^2$. Cutting at a maximum $j$ instead would split an $l$ shell and lose this property.

The derivation needs a constant, spin-independent potential between the sites; a constant $V_0$ replaces $E$ by $E-V_0$. An exchange or magnetic field there would add spin matrices to (3), and the reduction to one scalar function would fail. The point $p=0$ is excluded. There $j_l(pr)$ vanishes as $p^l$ for $l>0$, and the scalar constants in general diverge: in (24) below, $g_{00,10}$ grows as $1/p$ and $g_{10,10}$ as $1/p^2$. It is the products of waves and constants in (9) and (21) that keep a finite limit.

## Two sites along the z axis

Let $\mathbf R=R\hat z$. Then $Y_{L''}^*(\hat z)=\delta_{m''0}\sqrt{(2l''+1)/4\pi}$, and (10) is diagonal in $m$. For $l,l'\le1$ the integrals needed are

$$\int Y_{00}^3=\int Y_{00}Y_{10}^2=\int Y_{00}|Y_{11}|^2=\frac1{\sqrt{4\pi}},\qquad
\int Y_{10}^2Y_{20}=\frac1{\sqrt{5\pi}},\qquad
\int|Y_{11}|^2Y_{20}=-\frac1{2\sqrt{5\pi}}.$$

The last follows from the one before, because $\sum_m|Y_{1m}|^2$ is constant and integrates to zero against $Y_{20}$. With $h_l=h_l(pR)$,

$$\begin{aligned}
g_{00,00}&=-iph_0=-e^{ipR}/R, & g_{00,10}&=i\sqrt3\,ph_1,\\
g_{10,10}&=-ip(h_0-2h_2), & g_{11,11}&=-ip(h_0+h_2).
\end{aligned} \tag{24}$$

The signs of $h_1$ and $h_2$ come from $i^{0-1-1}=-1$ and $i^{1-1-2}=-1$. For $\mu=\frac12$, (12) gives the (up, down) coefficients $(1,0)$ for $s_{1/2}$, $(-\sqrt{1/3},\sqrt{2/3})$ for $p_{1/2}$ and $(\sqrt{2/3},\sqrt{1/3})$ for $p_{3/2}$. Hence

$$\begin{aligned}
G_{s_{1/2},s_{1/2}}&=Fg_{00,00}, & G_{s_{1/2},p_{1/2}}&=-Fg_{00,10}/\sqrt3,\\
G_{p_{1/2},p_{1/2}}&=\tfrac F3(g_{10,10}+2g_{11,11}), & G_{s_{1/2},p_{3/2}}&=F\sqrt{2/3}\,g_{00,10},\\
G_{p_{3/2},p_{3/2}}&=\tfrac F3(2g_{10,10}+g_{11,11}), & G_{p_{1/2},p_{3/2}}&=\tfrac{\sqrt2F}{3}(g_{11,11}-g_{10,10}).
\end{aligned} \tag{25}$$

By (24), the $p_{1/2}$ diagonal element is $-iFph_0$, equal to that of $s_{1/2}$. This is (23) for $\kappa=\kappa'=\pm1$.

Take $E=100$ hartree (2721 eV) and $R=5$ bohr. With $c=137.036$, $E^2/c^2=0.5325$, so $p=\sqrt{200.5325}=14.16095$ bohr$^{-1}$. The prefactor is $F=2.005325$ hartree$^{-1}$ bohr$^{-2}$. The scalar constants, in bohr$^{-1}$, are

- $g_{00,00}=0.023727-0.198588i$
- $g_{00,10}=0.343383+0.045955i$
- $g_{10,10}=0.087982-0.593514i$
- $g_{11,11}=-0.008400-0.001124i$

The last is small for a reason visible in (24): since $h_0+h_2=3h_1/(pR)$, it equals $-\sqrt3\,g_{00,10}/(pR)$, with $pR=70.8$.

For $p_{1/2}$, (25) gives

$$\frac{2.005325}{3}\left[(0.087982-0.016800)-(0.593514+0.002248)i\right]=0.04758-0.39823i,$$

in hartree$^{-1}$ bohr$^{-3}$, the same as $2.005325\,g_{00,00}$. The element between $p_{1/2}$ and $p_{3/2}$ is

$$\frac{\sqrt2\times2.005325}{3}\,(-0.096382+0.592390i)=-0.09111+0.56000i.$$

It is larger in modulus than the $p_{1/2}$ diagonal element, although no spin-orbit potential is present.

The numerical check also obtains these constants by projecting the closed form (5): from the lower-right block by (22), which uses the lower components alone, and in the same way from the lower-left block, which has upper components on the right. For the states with $l\le2$, the difference from (2) is at most about $10^{-13}$ of the largest element. This figure is the worst of four projections at this energy: two site vectors, each treated once from the lower-right block and once from the lower-left block.

The choice of momentum matters more here than the prefactor. Using $\sqrt{2E}=14.14214$ bohr$^{-1}$ changes the phase $pR$ by $\delta=0.0941$ rad. For $g_{00,00}=-e^{ipR}/R$ the relative error is $|e^{i\delta}-1|=2\sin(\delta/2)=0.094$. Over all states with $l\le2$, the largest deviation is also 0.094 of the largest element. Replacing $F$ by 2 would change the constants by 0.27 percent. At fixed energy the phase error grows in proportion to $R$, whereas the prefactor does not depend on distance. For $E\ll c^2$, $\delta\approx pR\,E/4c^2$ and the prefactor error is about $E/2c^2$, so for $g_{00,00}$ their ratio is about $pR/2$. The ordering found here therefore rests on $pR\gg2$. At $E=0.5$ hartree and $R=5$ bohr the two errors are $3.3\times10^{-5}$ and $1.3\times10^{-5}$, and for $pR<2$ the prefactor error is the larger one in this element.

## Table of computed values

```
speed of light c = 137.035999 a.u.
energy E = 100.0 hartree = 2721.1 eV
site distance along z = 5.0 bohr
relativistic momentum p = 14.160950 1/bohr
momentum sqrt(2E) = 14.142136 1/bohr
matching Schroedinger energy p^2/2 = 100.266257 hartree
phase difference (p-sqrt(2E))R = 0.094073 rad
prefactor 2+E/c^2 = 2.005325 1/(hartree bohr^2)
prefactor 1+E/(2c^2) = 1.002663 (no unit)
small-component ratio a = 0.051532 (no unit)
scalar structure constants, unit 1/bohr:
  g(00,00) = +0.023727 -0.198588i
  g(00,10) = +0.343383 +0.045955i
  g(10,10) = +0.087982 -0.593514i
  g(11,11) = -0.008400 -0.001124i
relativistic constants, mu = 1/2, unit 1/(hartree bohr^3):
  s1/2,s1/2 from formula     = +0.047581 -0.398233i
  s1/2,s1/2 from lower block = +0.047581 -0.398233i
  s1/2,p1/2 from formula     = -0.397561 -0.053205i
  s1/2,p1/2 from lower block = -0.397561 -0.053205i
  s1/2,p3/2 from formula     = +0.562236 +0.075244i
  s1/2,p3/2 from lower block = +0.562236 +0.075244i
  p1/2,p1/2 from formula     = +0.047581 -0.398233i
  p1/2,p1/2 from lower block = +0.047581 -0.398233i
  p3/2,p3/2 from formula     = +0.112007 -0.794211i
  p3/2,p3/2 from lower block = +0.112007 -0.794211i
  p1/2,p3/2 from formula     = -0.091112 +0.559998i
  p1/2,p3/2 from lower block = -0.091112 +0.559998i
relative error of partial-wave sum, worst 2x2 block (no unit):
  E = -0.3 hartree: 4.0e-08
  E = 0.5 hartree: 3.3e-09
  E = (0.5+0.2j) hartree: 6.1e-09
  E = 100.0 hartree: 1.8e-10
  E = 5000.0 hartree: 1.8e-10
highest l in these sums = 8
Dirac equation residual, relative = 1.8e-07
source strength error = 1.0e-08
sigma.p identity error = 3.6e-10 1/bohr
projection against formula, relative error = 1.0e-13
spin-flip part in (l,m,s) basis, relative = 3.5e-14
relative error if sqrt(2E) is used for p = 0.0940
```
